# Why silicon films far thicker than 40 nm still lose conductivity: a program that tests the result

```python
"""
Result under test: in-plane heat conduction in a film with diffuse walls.
For carrier groups with heat-capacity shares w_i and bulk mean free paths L_i,
    k_film / k_bulk = sum_i w_i L_i F(d/L_i) / L_gray,  L_gray = sum_i w_i L_i,
    F(x) = 1 - 3/(8x) + 3/(2x) [E3(x) - E5(x)],
where d is the film thickness and E3, E5 are exponential integrals.
At equal bulk conductivity, a spread of L_i always increases the loss 1 - k_film/k_bulk.
For d much larger than all L_i the increase is the factor 1 + Var(L)/L_gray^2.
Lengths are in angstrom, energies in eV, times in s, temperatures in K.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq
from scipy.special import expn


def group_loss(thickness, path):
    """Fractional conductivity loss of one group, closed form."""
    x = thickness / path
    return 3 / (8 * x) - 3 / (2 * x) * (expn(3, x) - expn(5, x))


def spectrum_loss(thickness, shares, paths):
    """Fractional conductivity loss of the whole spectrum."""
    return np.sum(shares * paths * group_loss(thickness, paths)) / np.sum(shares * paths)


def boltzmann_loss(thickness, path, steps=4000, angles=48):
    """Loss from stepping mu*L*dg/dz = 1-g across the film, g=0 at the wall."""
    nodes, weights = np.polynomial.legendre.leggauss(angles)
    mu, weights = (nodes + 1) / 2, weights / 2
    half_step = thickness / path / steps / (2 * mu)
    g = np.zeros(angles)
    total = np.zeros(angles)
    for _ in range(steps):
        g_next = (g * (1 - half_step) + 2 * half_step) / (1 + half_step)
        total += (g + g_next) / 2
        g = g_next
    return 1 - np.sum(weights * 1.5 * (1 - mu**2) * total / steps)


# Model inputs; capacity and speed are rough silicon magnitudes.
gray_path = 400.0
long_path = 10000.0
long_heat_share = 0.5
heat_capacity = 1.1e-5
speed = 6.4e13

long_capacity_share = long_heat_share * gray_path / long_path
short_capacity_share = 1 - long_capacity_share
short_path = (1 - long_heat_share) * gray_path / short_capacity_share
shares = np.array([short_capacity_share, long_capacity_share])
paths = np.array([short_path, long_path])
bulk_conductivity = heat_capacity * speed * gray_path / 3
to_si = constants.e / constants.angstrom
heat_weighted_path = np.sum(shares * paths**2) / gray_path
relative_variance = np.sum(shares * (paths - gray_path)**2) / gray_path**2
thicknesses = [4000.0, 10000.0, 40000.0]

# Closed form against the numerical Boltzmann solution.
largest_difference = 0.0
for d in thicknesses:
    for path in (short_path, gray_path, long_path):
        closed = group_loss(d, path)
        difference = abs(closed - boltzmann_loss(d, path))
        largest_difference = max(largest_difference, difference)
        assert closed < 3 * path / (8 * d) * (1 + 1e-12)
assert largest_difference < 1e-6

# Thick-film law and variance factor against the Boltzmann solution.
thick = 20 * long_path
thick_two = sum(w * L * boltzmann_loss(thick, L)
                for w, L in zip(shares, paths)) / gray_path
thick_gray = boltzmann_loss(thick, gray_path)
assert abs(thick_two / (3 * heat_weighted_path / (8 * thick)) - 1) < 1e-6
assert abs(thick_two / thick_gray / (1 + relative_variance) - 1) < 1e-6

# Random free flights, traced back to the last collision or wall.
rng = np.random.default_rng(7)
samples = 1_000_000
d = thicknesses[0]
flight_path = np.where(rng.random(samples) < long_capacity_share, long_path, short_path)
height = d * rng.random(samples)
cosine = rng.uniform(-1, 1, samples)
to_wall = np.where(cosine > 0, height, d - height) / np.maximum(np.abs(cosine), 1e-15)
flight = np.minimum(rng.exponential(flight_path), to_wall)
contribution = 1.5 * (1 - cosine**2) * flight
sampled_path = contribution.mean()
sampling_error = contribution.std() / np.sqrt(samples)
film_path = gray_path * (1 - spectrum_loss(d, shares, paths))
gray_film_path = gray_path * (1 - group_loss(d, gray_path))
assert abs(sampled_path - film_path) < 5 * sampling_error
assert abs(sampled_path - gray_film_path) > 20 * sampling_error

# Curvature of the wall-limited mean path, by symbolic differentiation.
L, s = sp.symbols("L s", positive=True)
curvature = sp.diff(L * (1 - sp.exp(-s / L)), L, 2)
assert sp.simplify(curvature + s**2 * sp.exp(-s / L) / L**3) == 0

# Random spectra: the gray film must always lose less.
spectra_tested = 500
for _ in range(spectra_tested):
    random_shares = rng.dirichlet(np.ones(5))
    random_paths = 10 ** rng.uniform(1.5, 4.5, 5)
    random_thickness = 10 ** rng.uniform(2.5, 5)
    mean_path = np.sum(random_shares * random_paths)
    assert (spectrum_loss(random_thickness, random_shares, random_paths)
            > group_loss(random_thickness, mean_path))

# Change only the spread, keeping the gray path and capacity shares fixed.
spreads = [0.0, 0.25, 0.5, 0.75, 1.0]
spread_losses = [spectrum_loss(d, shares, gray_path + a * (paths - gray_path))
                 for a in spreads]
assert np.all(np.diff(spread_losses) > 0)

# Thickness at which the loss has fallen to five percent.
target = 0.05
gray_thickness = brentq(lambda x: group_loss(x, gray_path) - target, 1e3, 1e6)
two_thickness = brentq(lambda x: spectrum_loss(x, shares, paths) - target, 1e3, 1e6)
assert two_thickness > gray_thickness

print(f"heat capacity, rough: {heat_capacity:.1e} eV/(A^3 K)")
print(f"carrier speed, rough: {speed:.1e} A/s")
print(f"gray mean free path: {gray_path:.0f} A")
print(f"bulk conductivity: {bulk_conductivity:.3e} eV/(s A K)")
print(f"bulk conductivity converted: {bulk_conductivity * to_si:.1f} W/(m K)")
print(f"short group: path {short_path:.2f} A, capacity share {short_capacity_share:.3f}")
print(f"long group: path {long_path:.0f} A, capacity share {long_capacity_share:.3f}")
print(f"long group share of bulk conductivity: {long_heat_share:.2f}")
print(f"conductivity-weighted path: {heat_weighted_path:.1f} A")
print(f"relative variance of path: {relative_variance:.3f}")
print(f"thick-film loss ratio, two-group/gray: {thick_two / thick_gray:.3f}")
for x in thicknesses:
    two_loss = spectrum_loss(x, shares, paths)
    long_film_share = long_heat_share * (1 - group_loss(x, long_path)) / (1 - two_loss)
    print(f"thickness {x:.0f} A = {x / gray_path:.0f} gray paths")
    print(f"  loss within short group: {100 * group_loss(x, short_path):.2f} %")
    print(f"  loss within long group: {100 * group_loss(x, long_path):.2f} %")
    print(f"  gray film loss: {100 * group_loss(x, gray_path):.3f} %")
    print(f"  two-group film loss: {100 * two_loss:.2f} %")
    print(f"  thick-film law, two groups: {100 * 3 * heat_weighted_path / (8 * x):.2f} %")
    print(f"  long group share of film conductivity: {long_film_share:.3f}")
print(f"conductivities at thickness {d:.0f} A:")
for name, effective in (("gray", gray_film_path), ("two-group", film_path)):
    conductivity = bulk_conductivity * effective / gray_path
    print(f"  {name}: {conductivity:.3e} eV/(s A K)")
    print(f"  {name} converted: {conductivity * to_si:.1f} W/(m K)")
print(f"effective path at {d:.0f} A, formula: {film_path:.2f} A")
print(f"effective path, random flights: {sampled_path:.2f} +/- {sampling_error:.2f} A")
for a, loss in zip(spreads, spread_losses):
    print(f"spread factor {a:.2f}: loss {100 * loss:.2f} % at {d:.0f} A")
print(f"thickness for {100 * target:.0f} % loss, gray: {gray_thickness:.0f} A")
print(f"thickness for {100 * target:.0f} % loss, two-group: {two_thickness:.0f} A")
print(f"largest loss difference, formula vs Boltzmann: {largest_difference:.1e}")
print(f"random spectra tested: {spectra_tested}")
print("checks complete")
```

Printed output:

```
heat capacity, rough: 1.1e-05 eV/(A^3 K)
carrier speed, rough: 6.4e+13 A/s
gray mean free path: 400 A
bulk conductivity: 9.387e+10 eV/(s A K)
bulk conductivity converted: 150.4 W/(m K)
short group: path 204.08 A, capacity share 0.980
long group: path 10000 A, capacity share 0.020
long group share of bulk conductivity: 0.50
conductivity-weighted path: 5102.0 A
relative variance of path: 11.755
thick-film loss ratio, two-group/gray: 12.755
thickness 4000 A = 10 gray paths
  loss within short group: 1.91 %
  loss within long group: 53.02 %
  gray film loss: 3.750 %
  two-group film loss: 27.47 %
  thick-film law, two groups: 47.83 %
  long group share of film conductivity: 0.324
thickness 10000 A = 25 gray paths
  loss within short group: 0.77 %
  loss within long group: 31.61 %
  gray film loss: 1.500 %
  two-group film loss: 16.19 %
  thick-film law, two groups: 19.13 %
  long group share of film conductivity: 0.408
thickness 40000 A = 100 gray paths
  loss within short group: 0.19 %
  loss within long group: 9.35 %
  gray film loss: 0.375 %
  two-group film loss: 4.77 %
  thick-film law, two groups: 4.78 %
  long group share of film conductivity: 0.476
conductivities at thickness 4000 A:
  gray: 9.035e+10 eV/(s A K)
  gray converted: 144.8 W/(m K)
  two-group: 6.809e+10 eV/(s A K)
  two-group converted: 109.1 W/(m K)
effective path at 4000 A, formula: 290.14 A
effective path, random flights: 287.94 +/- 1.15 A
spread factor 0.00: loss 3.75 % at 4000 A
spread factor 0.25: loss 6.21 % at 4000 A
spread factor 0.50: loss 11.88 % at 4000 A
spread factor 0.75: loss 19.18 % at 4000 A
spread factor 1.00: loss 27.47 % at 4000 A
thickness for 5 % loss, gray: 3000 A
thickness for 5 % loss, two-group: 38150 A
largest loss difference, formula vs Boltzmann: 1.7e-09
random spectra tested: 500
checks complete
```
